\section*{Why Narrow TiSi2 Lines Can Remain in the C49 Phase}

\section{The form of the answer}

Titanium disilicide forms first as the resistive C49 phase. A later anneal turns it into the low-resistance C54 phase, but the change must start at a C54 nucleus. Consider an isolated segment of width $w$ and length $L$, initially all C49, and let $P_0(w,L)$ be the probability that no nucleus has appeared in it by the end of the anneal.

Suppose that the film is statistically uniform and that nucleation in one part of it is independent of nucleation in another. A segment of length $L_1+L_2$ is free of nuclei when both of its parts are, so
\begin{equation}
P_0(w,L_1+L_2)=P_0(w,L_1)\,P_0(w,L_2).
\end{equation}
Hence $\ln P_0$ is additive in $L$. Additivity fixes it for all rational multiples of a given length. Since $P_0$ cannot increase with $L$, the values in between are squeezed onto the same straight line, and $\ln P_0\propto L$. Cutting the segment lengthwise gives $\ln P_0\propto w$ in the same way. Therefore
\begin{equation}
P_0=e^{-nwL},
\label{eq:void}
\end{equation}
where $n\ge0$ has the dimension of an inverse area. Uniformity and independence give the exponential but not the value of $n$. The argument also shows where the result can fail: the lengthwise cut assumes that a narrow line has the same grain structure as a wide film. That assumption is dropped in Section~\ref{sec:confined}.

\section{First contribution: the number of sites}

Take the possible nucleation sites to be the triple junctions of the C49 grains, the points where three grain boundaries meet. The film is thin enough to be treated as a plane network with $F$ grains, $E$ boundaries and $V$ junctions. Each junction has three boundary ends and each boundary has two, so $2E=3V$. Euler's relation for a large network, with edge terms neglected, is $V-E+F=0$. Thus
\begin{equation}
F=E-V=\tfrac32V-V=\tfrac12V ,\qquad V=2F .
\end{equation}
With mean grain area $A$ there are $1/A$ grains per unit area, and the site density is
\begin{equation}
s=\frac{2}{A}.
\end{equation}
For $A=0.04~\mu\mathrm{m}^2$ this is $50~\mu\mathrm{m}^{-2}$. A random grain map, in which each grain is the region nearest to one of many randomly placed seeds, gave $49.9~\mu\mathrm{m}^{-2}$.

\section{Second contribution: activation of a site}

Let each site become a nucleus at a constant rate $k$, independently of the others. The probability $q$ that it is still inactive obeys $dq/dt=-kq$ with $q(0)=1$, so $q=e^{-kt}$. For a segment with $N$ sites,
\begin{equation}
P_0=q^N=e^{-Nkt}.
\end{equation}
Growth does not alter this probability. C54 could remove a site by growing over it, but in an isolated segment there is no C54 to grow before the first nucleus. Putting $N=swL$ gives Eq.~\eqref{eq:void} with
\begin{equation}
n=skt=\frac{2kt}{A}.
\end{equation}

The full distribution of nuclei follows if growth over unused sites is ignored. One site has become active with probability $p=1-e^{-kt}$, and the probability of $j$ active sites is
\begin{align}
P_j&=\frac{N!}{j!\,(N-j)!}\,p^j(1-p)^{N-j}\nonumber\\
&=\frac{N(N-1)\cdots(N-j+1)}{j!}
\left(\frac{p}{1-p}\right)^{j}(1-p)^N\nonumber\\
&=\frac{N(N-1)\cdots(N-j+1)}{j!}
\left(e^{kt}-1\right)^{j}e^{-Nkt}.
\end{align}
Let $N$ grow while $m=Nkt$ stays fixed. Then $e^{kt}-1\to m/N$, and the product of $j$ factors in front tends to $N^j$. The powers of $N$ cancel, leaving the Poisson law
\begin{equation}
P_j\to\frac{m^j}{j!}e^{-m},\qquad m=nwL .
\end{equation}
For $N=125$ and $kt=0.01$, the probabilities that the binomial law and the Poisson law of equal mean assign to any set of counts differ by at most about $0.003$.

The number of sites also varies from one segment to the next. Because $e^{-Nkt}$ is a convex function of $N$,
\begin{equation}
\left\langle e^{-Nkt}\right\rangle\ge e^{-\langle N\rangle kt},
\end{equation}
so scatter in $N$ raises $P_0$. In the grain map the factor is $1.007$ for segments $0.25~\mu$m wide and $10~\mu$m long, and $1.042$ at a width of $1.00~\mu$m.

\section{What narrowing does}

Take segments of fixed length $L=10~\mu$m and $kt=0.01$, so that
\begin{equation}
n=50~\mu\mathrm{m}^{-2}\times0.01=0.5~\mu\mathrm{m}^{-2}.
\end{equation}
At $w=0.25~\mu$m the mean number of nuclei, counted as if growth covered no unused sites, is
\begin{equation}
m=0.5\times0.25\times10=1.25,\qquad P_0=e^{-1.25}=0.287 .
\end{equation}
More than a quarter of such segments contain no nucleus, although each has about 125 possible sites. The four widths compare as follows.

\begin{center}
\begin{tabular}{cccc}
$w$ ($\mu$m) & $m$ & $P_0$ & grain map\\
0.10 & 0.50 & 0.607 & 0.610\\
0.25 & 1.25 & 0.287 & 0.289\\
0.50 & 2.50 & 0.082 & 0.081\\
1.00 & 5.00 & 0.0067 & 0.0059
\end{tabular}
\end{center}

For the last column the random map was cut into segments, its junctions were activated at random, and the segments without a nucleus were counted. The last row rests on 6400 segment trials: about 43 empty ones are expected, or 45 with the scatter in site number, and 38 were found, a difference within the counting scatter.

At fixed $n$ and $L$, halving the width halves $m$, so $P_0(w/2)=\sqrt{P_0(w)}$. A small probability grows greatly under a square root. In the limit $m\ll1$, $P_0\simeq1-m$ and nearly every segment fails. In the limit $m\gg1$ failures are rare, but their probability does not reach zero. The width that gives a chosen $P_0$ is
\begin{equation}
w=\frac{\ln(1/P_0)}{nL}.
\end{equation}
It is $0.139~\mu$m for $P_0=1/2$ and $2.76~\mu$m for $P_0=10^{-6}$. These differ by a factor of 20, so the model has no sharp critical width. A line acceptable as a single test structure may be too narrow for a circuit with a million such lines.

\section{Third contribution: growth}

A nucleus must also have time to spread. Let the C54 front move at speed $v$, and define the reach $G=vt$. Assume $w\ll G$, so that a nucleus soon fills the width and then grows along the line. For $kt\ll1$ few sites are used up by activation, and nuclei appear at the nearly constant rate $sk=n/t$ per unit area.

A point at distance $x$ from one end is still C49 if no nucleus appeared close enough and early enough to reach it. A nucleus with remaining growth time $\tau$ reaches a distance $v\tau$, but on the left there is line only up to distance $x$. The expected number of nuclei that reach the point from the left is
\begin{equation}
\frac{nw}{t}\int_0^t\min(x,v\tau)\,d\tau\equiv nw\,g(x).
\end{equation}
For $x\le G$ the integral is split at $\tau=x/v$:
\begin{align}
g(x)&=\frac1t\left[\int_0^{x/v}v\tau\,d\tau
+x\left(t-\frac{x}{v}\right)\right]\nonumber\\
&=\frac1t\left[\frac{x^2}{2v}+xt-\frac{x^2}{v}\right]
=x-\frac{x^2}{2G}.
\end{align}
For $x>G$ the end is out of reach, and $g=(1/t)\int_0^t v\tau\,d\tau=G/2$. Adding the right-hand side gives
\begin{equation}
P_{\rm C49}(x)=e^{-nw[g(x)+g(L-x)]}.
\label{eq:point}
\end{equation}

This count includes imagined nuclei in material that is already C54. They do no harm. If an imagined nucleus could reach the point in time, so could the real C54 that had already covered its position, since both fronts move at the same speed.

The mean C49 fraction is
\begin{equation}
f=\frac1L\int_0^L P_{\rm C49}(x)\,dx .
\end{equation}
Since $g(x)\le x$, the exponent in Eq.~\eqref{eq:point} is at most $nwL$ in size, and $f\ge P_0$. Equality is approached as $G\to\infty$.

For $L\le G$ the size of the correction can be found by hand. The bracket in Eq.~\eqref{eq:point} is $L-[x^2+(L-x)^2]/(2G)$. The average of $x^2$ over the segment is $L^2/3$, as is that of $(L-x)^2$, so the average bracket is $L-L^2/(3G)$. When the exponent varies little along the segment, it can be replaced by its average, which gives
\begin{equation}
f\simeq P_0\,e^{nwL^2/(3G)} .
\end{equation}
With $G=20~\mu$m and $w=0.25~\mu$m, the added exponent is $1.25\times10/60=0.208$, and $f\simeq0.287\times1.23=0.353$. The full integral also gives $0.353$.

A simulation of 6000 such lines, in which cells nucleate at random, convert their neighbours and cannot nucleate again once converted, gave $P_0=0.286$ and $f=0.355$. This supports both the growth formula and the claim that growth leaves $P_0$ unchanged.

\section{Long lines and wide films}

A nucleus-free stretch of a long line is not bound to stay C49, because C54 can enter from either side. At a point farther than $G$ from both ends, $g=G/2$ on each side and
\begin{equation}
P_{\rm C49}=e^{-nwG}.
\end{equation}
The length of the line has dropped out. For $w=0.25~\mu$m and $G=20~\mu$m the exponent is $2.5$ and the probability is $0.082$.

A line $100~\mu$m long has a probability of only $3.7\times10^{-6}$ of containing no nucleus, yet its mean C49 fraction is $0.103$; a simulation of 600 lines gave $0.101$. Here C49 survives because the C54 fronts did not cover the whole line in time, not because the whole line lacked a nucleus. The fraction exceeds $0.082$ because points near an end can be reached mainly from one side.

In a film much wider than $G$, a nucleus with remaining time $\tau$ can lie anywhere in a disc of area $\pi v^2\tau^2$. The exponent becomes
\begin{equation}
\frac{n}{t}\int_0^t\pi v^2\tau^2\,d\tau
=\frac{n}{t}\,\frac{\pi v^2t^3}{3}
=\frac{\pi}{3}nG^2 .
\end{equation}
For the same $n$ and $G$ it is $209$ instead of $2.5$. The wide film converts almost completely under an anneal that leaves 8\% of the interior of the narrow line as C49. Narrowing removes the nuclei at the sides, from which C54 would have grown to the point.

\section{Fourth contribution: grains confined by the line}
\label{sec:confined}

So far the narrow line has had the grain structure of a piece cut from a wide film. Such a piece has boundaries that end on its edges, but its edges also slice grains, so it holds more than $wL/A$ grain pieces and keeps the junction density $2/A$. If the grains form inside the line with the same mean area $A$, there are only $wL/A$ of them, and the ends on the edges come at the expense of triple junctions. Let $B$ be the number of such ends on the perimeter. At each end one grain boundary meets two pieces of perimeter, so an end also counts as a vertex of order three. The total number of vertices is $V=V_{\rm in}+B$, with $V_{\rm in}$ the interior junctions, and $E=3V/2$. Counting the outside as one more face, Euler's relation reads
\begin{equation}
V-\tfrac32V+(F+1)=2 ,
\end{equation}
which gives $V=2(F-1)$ and
\begin{equation}
V_{\rm in}=2(F-1)-B .
\end{equation}
For many grains, the interior site density is reduced by the factor $\phi=1-B/(2F)$. If every boundary crosses the line from edge to edge, each of the $F-1$ boundaries has two ends, so $B=2(F-1)$ and $V_{\rm in}=0$. No interior site is left.

In a fairly wide line the number of ends per unit length of edge, $b$, should not depend on $w$. Then $B=2bL$, $F=wL/A$, and
\begin{equation}
\phi=1-\frac{bA}{w},\qquad
m=n\phi wL=n\,(w-bA)\,L .
\end{equation}
Confinement acts as a dead width $bA$. Random grain maps confined to strips gave $\phi=0.818$ at $1.00~\mu$m and $0.635$ at $0.50~\mu$m. The corresponding dead widths, $w(1-\phi)$, are both $0.18~\mu$m, close to the grain size $\sqrt A=0.2~\mu$m. At $0.25~\mu$m the map gave $\phi=0.313$, a dead width of $0.17~\mu$m. At $0.10~\mu$m it gave $0.035$; the line is then narrower than the dead width, and the simple form no longer applies.

The effect on $P_0$ is large. At $0.25~\mu$m,
\begin{equation}
m=0.313\times1.25=0.39,\qquad P_0=0.676,
\end{equation}
instead of $0.287$. At $0.10~\mu$m, $P_0$ rises from $0.607$ to $0.983$. These values take $\phi$ from a long line and neglect the two short ends of the segment; for grains grown inside a closed $0.25\times10~\mu$m segment, the ends and the scatter in site number raise $P_0$ by about $0.01$, to $0.685$. It is also assumed that edge ends do not nucleate C54. If they did so as readily as interior junctions, the total would be $2(F-1)$, and $P_0$ would return to about $0.29$. The comparison would then have to count the edge ends of the cut piece as well, about $6.4$ per micrometre of edge, which would double its sites to about 250 and lower its $P_0$ to about $0.08$.

\section{Fifth contribution: temperature}

Let $k\propto e^{-E_a/k_BT}$, with $E_a=4.5$~eV and an anneal at $T=1073$~K. At fixed anneal time, the temperature $T'$ that multiplies $k$ by four satisfies
\begin{equation}
\frac{E_a}{k_B}\left(\frac1T-\frac1{T'}\right)=\ln4,
\qquad
\frac1{T'}=\frac1T-\frac{k_B\ln4}{E_a}.
\end{equation}
This gives $T'=1104$~K, a rise of about $31$~K. It would give a $0.25~\mu$m segment the same $P_0$ that a $1.00~\mu$m segment has at $1073$~K, if the site density is the same in both and every junction activates at the same rate. With the confined values of $\phi$ the factor needed is $4\times0.818/0.313\approx10.5$, a rise of about $54$~K. If only a few junctions can nucleate at all, they are used up and the gain saturates: with 2\% of the junctions able to nucleate and the same starting $P_0=0.287$, a fourfold $k$ gives $0.094$ instead of $0.0067$. The remedy is limited by agglomeration, the breaking up of the film into islands, which the model leaves out.

The same sensitivity makes furnace errors matter. At $0.25~\mu$m, an anneal 10~K too cold raises $P_0$ to $0.453$, and one 10~K too hot lowers it to $0.141$.

\section{From phase to resistance}

A film of thickness $d$ and resistivity $\rho$ has sheet resistance $\rho/d$. With $d=50$~nm and resistivities of $70$ and $15~\mu\Omega\,$cm, this is $R_{49}=14~\Omega$ per square for C49 and $R_{54}=3~\Omega$ per square for C54. When the regions span the line they are in series, and the mean resistance is
\begin{equation}
\langle R\rangle=\frac{L}{w}\left[R_{54}+f\,(R_{49}-R_{54})\right].
\end{equation}
The $0.25~\mu$m segment has $10/0.25=40$ squares. It measures $120~\Omega$ if all C54 and $560~\Omega$ if all C49, and
\begin{equation}
\langle R\rangle=120+0.353\times440=275~\Omega .
\end{equation}
The mean hides a wide spread: 29\% of the segments sit at $560~\Omega$, and the rest average about $160~\Omega$. Relative to a fully converted line of the same width, the mean is higher by a factor of $2.3$ at $0.25~\mu$m and $1.06$ at $1.00~\mu$m. These figures use the unconfined site density.

Doped polysilicon under the silicide carries some of the current. With $50~\Omega$ per square in parallel, the sheet resistances fall to $10.9$ and $2.8~\Omega$ per square. The contrast between the phases drops from $4.7$ to $3.9$ but does not disappear.

\section{The contributions weighed}

For the $0.25\times10~\mu$m segment, each effect taken alone shifts the basic value $P_0=0.287$ as follows. For growth the shift is $f-P_0$, since $P_0$ itself does not change.

\begin{center}
\begin{tabular}{lc}
Effect & Shift\\
Confined grains, inactive edges & $+0.39$\\
Anneal 10 K colder & $+0.17$\\
Anneal 10 K hotter & $-0.15$\\
Finite growth reach & $+0.07$\\
Scatter in site number & $+0.002$
\end{tabular}
\end{center}

If the sites activate independently, the exponential decay of $P_0$ with $L$ is the secure part of the result. The value of $n$ is uncertain, and so is the proportionality of the exponent to $w$, which already fails for confined grains. Nuclei that came in clusters about as wide as the line would make the effective $n$ depend on the width. In this example confined grains with inactive edge ends give the largest shift in the table; if the edge ends were partly active, the shift would be smaller.

The resistivities, thickness and temperature are rough values typical of TiSi$_2$ contacts on polysilicon gates, where incomplete conversion is a known difficulty at submicrometre widths. The activation energy is a rough value of the right order. The activated fraction $kt=0.01$ and the reach of $20~\mu$m are round choices, and both depend strongly on doping, film thickness and surface preparation. The calculated widths therefore illustrate the mechanism and are not design limits. The assumption of an unconfined grain structure needs particular care: in this example, random grains confined to the line, with inactive edge ends, move $P_0$ from $0.29$ to $0.68$. At $0.50$ and $1.00~\mu$m the same change moves $P_0$ from $0.082$ to $0.20$ and from $0.0067$ to $0.017$.

\section*{Table of computed values}
\begin{verbatim}
C49 grain area 0.04 um2, kt 0.01, segment 10 um
growth reach 20 um, film thickness 50 nm
resistivity C49 70, C54 15 microohm cm
sheet resistance C49 14.0, C54 3.0 ohm/sq
site density: formula 50.0, grain map 49.9 per um2
nucleus density n 0.500 per um2; site probability 0.00995
w 0.10 um: sites 50, mean nuclei 0.50, P0 0.6065, grain map 0.6095
  C49 fraction 0.6594; R all-C49 1400, all-C54 300, mean 1025 ohm
  confined grains: site ratio 0.035, P0 0.9829
  site-number scatter multiplies P0 by 1.003
w 0.25 um: sites 125, mean nuclei 1.25, P0 0.2865, grain map 0.2889
  C49 fraction 0.3533; R all-C49 560, all-C54 120, mean 275 ohm
  confined grains: site ratio 0.313, P0 0.6758
  site-number scatter multiplies P0 by 1.007
w 0.50 um: sites 250, mean nuclei 2.50, P0 0.0821, grain map 0.0809
  C49 fraction 0.1251; R all-C49 280, all-C54 60, mean 88 ohm
  confined grains: site ratio 0.635, P0 0.2045
  site-number scatter multiplies P0 by 1.018
w 1.00 um: sites 500, mean nuclei 5.00, P0 0.0067, grain map 0.0059
  C49 fraction 0.0158; R all-C49 140, all-C54 30, mean 32 ohm
  confined grains: site ratio 0.818, P0 0.0167
  site-number scatter multiplies P0 by 1.042
width for P0=1/2: 0.139 um
width for P0=1e-6: 2.76 um
binomial-Poisson distance at 0.25 um: 0.00264
simulation 0.25 x 10 um: P0 0.2862, C49 0.3545
0.25 x 100 um line: P0 3.73e-06
  C49 fraction: formula 0.1029, simulation 0.1008
  deep inside: exponent 2.50, C49 probability 0.0821
wide film, reach 20 um: exponent 209.4
wide film, reach 1.5 um: C49 formula 0.3079, simulation 0.3071
anneal 1073 K, activation energy 4.5 eV
temperature for 4x nucleation rate: 1104.5 K, rise 31.5 K
shift -10 K: rate factor 0.633, P0 at 0.25 um 0.4535
shift +10 K: rate factor 1.567, P0 at 0.25 um 0.1410
with 50 ohm/sq polysilicon shunt: C49 10.94, C54 2.83 ohm/sq
\end{verbatim}
